# Are Basis and Correlation Corrections Additive for a Lithium Hydride Barrier?

## Problem

Hydride precursors can exchange hydrogen with a surrounding hydrogen gas. A minimal gas-phase model is the degenerate reaction

$$\mathrm{LiH+H'H''\;\rightarrow\;LiH'+HH''},$$

which passes through a planar four-centre saddle point, LiH$_3$, of $C_{2v}$ symmetry. For method $m$ and basis $X$ the electronic barrier is

$$B(m,X)=E_{\rm saddle}-E_{\rm LiH}-E_{\rm H_2},$$

measured from separated reactants. The bases are cc-pV$X$Z with $X=2,3,4$ (DZ, TZ, QZ). The Li 1s pair is left uncorrelated, all geometries are fixed at their HF/DZ values, and no counterpoise correction is made.

These barriers are given, in kcal/mol:

| | HF | MP2 | CCSD(T) |
|---|---|---|---|
| DZ | 18.171 | 12.085 | 11.920 |
| TZ | 17.816 | 11.321 | to be found |

(a) Estimate the missing entry and the basis-set limit of the CCSD(T) barrier by scaling.

(b) Derive the error made when basis and method corrections are simply added, and evaluate it.

(c) Assemble a focal-point barrier, compare it with the estimate in (a), and judge its uncertainty.

## First estimate by scaling

Two scaling assumptions are needed, one for the method and one for the basis.

**Method.** Let $c_m(X)=B(m,X)-B({\rm HF},X)$ be the correlation part of the barrier. For MP2,

$$c_{\rm MP2}(2)=12.085-18.171=-6.086,\qquad c_{\rm MP2}(3)=11.321-17.816=-6.495 .$$

Suppose that CCSD(T) multiplies the MP2 part by a factor $k$ that does not depend on the basis. The DZ row gives

$$k=\frac{11.920-18.171}{-6.086}=\frac{-6.251}{-6.086}=1.027 .$$

The missing entry is then $17.816+1.027\times(-6.495)=11.15$ kcal/mol.

**Basis.** For the singlet ground state of a two-electron atom, the leading correlation increment from angular momentum $l$ falls as $(l+\tfrac12)^{-4}$. If the basis is complete up to $l=L$, the missing part is proportional to

$$\sum_{l=L+1}^{\infty}\frac{1}{(l+\frac12)^4}\simeq\int_{L+1}^{\infty}\frac{dx}{x^4}=\frac{1}{3(L+1)^3}.$$

The integral approximates the sum because $l+\tfrac12$ is the midpoint of the interval from $l$ to $l+1$. It is too large by 12% for $L=1$ and by 5% for $L=2$. The hydrogen sets have $L+1=X$. Carrying this atomic, leading-order law over to molecules, and using the same $X$ for Li, is an assumption:

$$c(X)=c_\infty+aX^{-3}.$$

Multiplying by $X^3$ gives $X^3c(X)=X^3c_\infty+a$. Subtracting this from the same equation for a larger basis $Y$ removes $a$:

$$c_\infty=\frac{Y^3c(Y)-X^3c(X)}{Y^3-X^3}. \tag{1}$$

The barrier is a linear combination of energies, so the law applies to it if it applies to each species. From DZ and TZ,

$$c_\infty=\frac{27(-6.495)-8(-6.086)}{19}\simeq-6.67 .$$

With the HF part left at its TZ value, the scaling estimate of the limit is

$$B\simeq17.82+1.027\times(-6.67)=10.97\ \text{kcal/mol}.$$

## Exact solution for the composite error

Take a low method $\ell$, a high method $h$, a small basis $X$ and a large basis $Y$. Adding the two corrections to the low corner gives the composite

$$B_{\rm add}=B(\ell,X)+[B(\ell,Y)-B(\ell,X)]+[B(h,X)-B(\ell,X)]$$
$$\phantom{B_{\rm add}}=B(\ell,Y)+B(h,X)-B(\ell,X).$$

Its error is $\varepsilon=B(h,Y)-B_{\rm add}$. Grouping the terms by basis,

$$\varepsilon_{\ell\to h}=[B(h,Y)-B(\ell,Y)]-[B(h,X)-B(\ell,X)]. \tag{2}$$

This is an identity and contains no approximation. The error is the change of the method correction with the basis. Grouping by method instead shows that it is equally the change of the basis correction with the method. The composite is right if and only if $\varepsilon=0$, and nothing in the theory requires that.

Equation (2) also shows what scaling assumed. If $c_h=kc_\ell$ in both bases, the HF parts cancel within each bracket and

$$\varepsilon=(k-1)[c_\ell(Y)-c_\ell(X)].$$

Here this is $0.027\times(-0.409)=-0.011$ kcal/mol. Proportional correlation energies would thus make MP2 and CCSD(T) almost additive, because $k$ is close to one.

### The saddle point

Within $C_{2v}$ symmetry the saddle is a minimum in three parameters. The outer Li–H distance is 1.728 Å, the distance from Li to the central hydrogen is 1.580 Å, and H–H is 1.059 Å, against 0.748 Å in free H$_2$.

To find the shape, put Li at the origin, the central hydrogen at height $a=1.580$ Å on the axis, and the outer hydrogens at height $z$ and sideways distance $b$. Then $b^2+z^2=1.728^2$ and $b^2+(z-a)^2=1.059^2$. Subtracting the second from the first,

$$2az-a^2=1.728^2-1.059^2\quad\Rightarrow\quad z\simeq1.38\ \text{Å}.$$

The central hydrogen therefore lies 0.20 Å beyond the line joining the outer two. It bends away from the metal, although it is the hydrogen nearest to it.

The Hessian was tested to have one negative vibrational eigenvalue, which corresponds to $1585i$ cm$^{-1}$. Relaxation from a saddle displaced to one side was tested to give LiH and H$_2$. The unstable mode is antisymmetric under the reflection that swaps the outer hydrogens, so the other side gives the same species with these hydrogens exchanged. The point does connect the intended reactants and products, but not directly as separated molecules. H$_2$ binds side-on to the Li end of LiH by about 2 kcal/mol (2.2 at HF/DZ and 2.6 at MP2/DZ, with unrelaxed monomers and no counterpoise correction). This shallow well lies on each side of the saddle. It does not enter $B$, which is measured from separated reactants.

### The interaction

The direct calculation gives $B({\rm CCSD(T)},{\rm TZ})=11.283$ kcal/mol. The composite based on MP2 gives

$$B_{\rm add}=11.321+(11.920-12.085)=11.156,$$

so $\varepsilon_{\rm MP2\to CCSD(T)}=+0.128$ kcal/mol from unrounded energies. The MP2 basis correction is $-0.764$ and the CCSD(T) one is $-0.637$, so MP2 overshoots by a fifth of the latter. The corrections are additive to about 0.13 kcal/mol: good enough for an accuracy of 1 kcal/mol, not for 0.1.

The other low levels give $\varepsilon_{\rm HF\to CCSD(T)}=-0.283$ and $\varepsilon_{\rm CCSD\to CCSD(T)}=-0.231$ kcal/mol. A better low level does not guarantee a smaller interaction: CCSD does worse here than MP2.

The special case of two electrons helps to explain this. LiH with a frozen core and H$_2$ each have two correlated electrons. Single and double excitations then exhaust the possibilities, so CCSD equals full configuration interaction (FCI) within the basis and the triples correction vanishes. Both statements were tested in the 6-31G basis. The whole (T) contribution to the barrier therefore comes from the four-electron saddle:

$$\text{DZ: }11.920-12.514=-0.594,\qquad \text{TZ: }11.283-12.108=-0.825 .$$

It grows with the basis, and no reactant term is available to offset the growth. The step from MP2 to CCSD also grows, from $+0.429$ to $+0.787$, but with the opposite sign. Since (2) is a difference of method corrections, interactions add along the method ladder:

$$\varepsilon_{\rm MP2\to CCSD(T)}=(0.787-0.429)+(-0.825+0.594)=0.358-0.231\simeq0.13 .$$

The near-additivity of MP2 is a partial cancellation. The same is seen species by species, where the energy interactions are $+0.409$ in the saddle, $-0.108$ in LiH and $+0.390$ in H$_2$:

$$0.409-(-0.108)-0.390=0.127\ \text{kcal/mol}.$$

The largest individual terms are about three times the result. A reaction in which they did not offset one another could show a larger error with the same methods and bases.

### The focal-point barrier

The HF barrier changes only from 17.816 (TZ) to 17.756 (QZ), so the QZ value is used without extrapolation. The MP2 correlation part is $-6.496$ in TZ and $-6.668$ in QZ, both with density fitting, which changes the MP2/TZ barrier by only about 0.0001 kcal/mol. Equation (1) gives

$$c_\infty=\frac{64(-6.668)-27(-6.496)}{37}=-6.794 .$$

The extrapolation law was tested on H$_2$. From the TZ and QZ energies it predicts an MP2 correlation energy of $-33.648$ mE$_h$ in cc-pV5Z, and the value computed with density fitting is $-33.675$. It captures 0.510 of the 0.537 mE$_h$ gained from QZ to 5Z.

Adding the TZ method correction, $11.283-11.321\simeq-0.037$ from unrounded energies,

$$B_{\rm FP}=17.756-6.794-0.037=10.925\ \text{kcal/mol}.$$

With the DZ correction, $-0.165$, the result would be 10.797. The two differ by $\varepsilon$, as (2) requires.

## Comparison

The scaling estimate of the limit, 10.97, lies only 0.04 kcal/mol above the focal-point value. The agreement does not confirm its assumptions. Term by term, scaling minus focal point is

- HF part: $17.816-17.756=+0.06$;
- MP2 correlation limit: $-6.667+6.794\simeq+0.13$;
- method correction: $0.027\times(-6.67)+0.037\simeq-0.14$.

These differences largely cancel. For the interaction itself, scaling fails outright: it predicts $-0.011$ and the calculation gives $+0.128$, with the opposite sign and more than ten times the size.

The barrier itself shows that the proportionality is wrong: $k$ is 1.027 in DZ, but $(11.283-17.816)/(-6.495)=1.006$ in TZ. It also fails within a single species. From TZ to QZ the MP2 correlation energy of H$_2$ grows in magnitude from 31.706 to 33.138 mE$_h$, so a constant $k$ would make the CCSD–MP2 difference grow by the same 4.5%. Instead that difference shrinks, from $-4.863$ to $-4.568$ kcal/mol.

One might still hope that the method correction $\delta(X)$ has its own $X^{-3}$ tail, $\delta(X)=\delta_\infty+aX^{-3}$. Its change from DZ to TZ would then be $\varepsilon=a(\tfrac1{27}-\tfrac18)=-\tfrac{19}{216}a$, and the change still missing beyond TZ would be

$$\delta_\infty-\delta(3)=-\frac a{27}=\frac{8}{19}\,\varepsilon\simeq0.05\ \text{kcal/mol}.$$

H$_2$ can check this as well. The ratio of its TZ–QZ change to its DZ–TZ change should be

$$\frac{1/27-1/64}{1/8-1/27}=\frac{37}{152}=0.24 .$$

The computed changes are 0.295 and 0.390, a ratio of 0.76. The tail law fails for the H$_2$ part of $\delta$ in these bases, so the factor $8/19$ should not be used to shrink the uncertainty. The saddle was not treated with CCSD(T) in QZ. Whether its change would offset those of LiH and H$_2$ remains a conjecture.

The other error gauges, for the barrier in kcal/mol, are:

- replacing the TZ/QZ extrapolation by DZ/TZ: $+0.13$;
- adding diffuse functions on hydrogen in MP2/TZ: $-0.16$ (in MP2/QZ this shrinks to $-0.04$, of which $-0.03$ is in the HF part);
- FCI minus CCSD(T) in 6-31G: $-0.14$;
- relaxing the geometries by one Newton step at MP2/DZ, with MP2 slopes and the HF Hessian: $+0.01$.

The first three are about as large as $\varepsilon$. The FCI value comes from a small basis without polarization functions. In cc-pVDZ it is $-0.17$, with the same sign, so CCSD(T) probably places the barrier too high by about this much. Neither basis is converged, so the value indicates a size and direction and is not added to the barrier. None of these numbers is a strict bound, and none measures the change of the method correction beyond TZ. If that change largely cancels between the saddle and the reactants, they support

$$B\simeq10.9\ \text{kcal/mol}\quad(\text{about }46\ \text{kJ/mol}),$$

with an uncertainty of a few tenths of a kcal/mol within the frozen-core, nonrelativistic model.

The harmonic zero-point change at HF/DZ is $+2.0$ kcal/mol, which raises the barrier to about 12.9. Core correlation, relativity and tunnelling are left out, so this is not yet an activation energy to set beside a measured rate. The first of these is not small. Correlating the Li 1s pair at MP2, with cc-pCVTZ on Li and no counterpoise correction, lowers the barrier by about 0.36 kcal/mol, more than any of the gauges above. The individual values are listed in the numerical output.

## Table of computed values

```
LiH bond, HF/DZ: 1.6190 angstrom
H2 bond, HF/DZ: 0.7479 angstrom
saddle Li-H(outer): 1.7282 angstrom
saddle Li-H(centre): 1.5800 angstrom
saddle H-H: 1.0585 angstrom
imaginary mode: 1585i cm^-1
lowest real mode: 993 cm^-1
after descent: new H-H 0.748, broken H-H 3.506, Li-H 1.619 angstrom
barrier HF/DZ: 18.171 kcal/mol
barrier MP2/DZ: 12.085 kcal/mol
barrier CCSD/DZ: 12.514 kcal/mol
barrier CCSD(T)/DZ: 11.920 kcal/mol
barrier HF/TZ: 17.816 kcal/mol
barrier MP2/TZ: 11.321 kcal/mol
barrier CCSD/TZ: 12.108 kcal/mol
barrier CCSD(T)/TZ: 11.283 kcal/mol
interaction, HF to CCSD(T): -0.283 kcal/mol
interaction, MP2 to CCSD(T): +0.128 kcal/mol
interaction, CCSD to CCSD(T): -0.231 kcal/mol
MP2-based interaction in TS: +0.409 kcal/mol
MP2-based interaction in LiH: -0.108 kcal/mol
MP2-based interaction in H2: +0.390 kcal/mol
CCSD(T)-MP2 barrier step, DZ: -0.165 kcal/mol
CCSD(T)-MP2 barrier step, TZ: -0.037 kcal/mol
fitted HF barrier, TZ: 17.816 kcal/mol
fitted HF barrier, QZ: 17.756 kcal/mol
MP2 correlation part, TZ: -6.496 kcal/mol
MP2 correlation part, QZ: -6.668 kcal/mol
MP2 correlation limit from TZ,QZ: -6.794 kcal/mol
MP2 correlation limit from DZ,TZ: -6.668 kcal/mol
focal-point barrier, TZ step: 10.925 kcal/mol
same in kJ/mol: 45.71 kJ/mol
focal-point barrier, DZ step: 10.797 kcal/mol
density-fitting error, MP2/TZ: -0.0001 kcal/mol
diffuse H functions, MP2/TZ: -0.160 kcal/mol
MP2/DZ geometry relaxation: +0.013 kcal/mol
FCI-CCSD(T) barrier, 6-31G: -0.1387 kcal/mol
zero-point change, HF/DZ: +2.00 kcal/mol
H2 CCSD-MP2 in DZ, TZ, QZ: -5.253, -4.863, -4.568 kcal/mol
H2 MP2 correlation, TZ: -31.706 mEh
H2 MP2 correlation, QZ: -33.138 mEh
H2 MP2 fitting error, QZ: +0.0003 mEh
H2 MP2 correlation, 5Z predicted: -33.648 mEh
H2 MP2 correlation, 5Z computed: -33.675 mEh
```
